# Two derivations of Temkin's ratio law for exposed layer fractions at coexistence

Consider a crystal face at 1000 K on which each lateral contact between an atom and an empty site costs 0.12 eV. An isolated atom on a flat terrace has four such contacts, so its Boltzmann factor is $e^{-4\times0.12/0.08617}=0.00381$. In the mean-field equilibrium of this face, the fraction of columns one layer above the main level, divided by the fraction at the main level, is 0.00398. This is 4.5% more than the Boltzmann factor. Three layers up the excess has gone: the ratio of the third exposed fraction to the second is 0.00381 again. Just below the main level the corresponding ratio is 251. One formula gives all these numbers, and it is derived here in two ways.

## The surface and its energy

The crystal is simple cubic and has no overhangs or buried vacancies, so each column is solid up to a height $h$ and empty above it (the solid-on-solid rule). Let $c_n$ be the coverage of layer $n$, the fraction of columns with $h\ge n$. Deep in the crystal $c_n\to1$, and far above it $c_n\to0$. The exposed fraction

$$x_n=c_n-c_{n+1}\ge0,\qquad \sum_n x_n=1,$$

is the fraction of columns whose top atom lies in layer $n$. Layer $n$ is therefore the one that must be added to turn a column of height $n-1$ into one of height $n$. It is the layer intervening between these two exposed levels.

Let each nearest-neighbour bond have energy $-\varphi$. There are $M$ columns, $N$ atoms, $N_{ss}$ lateral bonds and $N_{sv}$ lateral contacts between a solid and a vacant site. Every atom has four lateral sides. A bond uses two of them and a contact uses one, so $4N=2N_{ss}+N_{sv}$. Every atom except the lowest in its column has a vertical bond to the atom below, which makes $N-M$ vertical bonds.

At coexistence, adding a complete layer must cost nothing. A complete layer adds three bonds per atom, so the chemical potential is $\mu=-3\varphi$, if vibrational terms are the same for all atoms and cancel. Then

$$E-\mu N=-\varphi\left(2N-\tfrac12N_{sv}+N-M\right)+3\varphi N=\tfrac12\varphi N_{sv}+\varphi M .$$

The last term is constant. Two neighbouring columns of heights $h$ and $h'$ share $|h-h'|$ contacts, so the energy that matters is

$$E_s=J\sum_{\text{pairs}}|h-h'|,\qquad J=\varphi/2>0 .$$

Below, $z$ is the number of lateral neighbours, here 4, and

$$K=\frac{J}{kT},\qquad A=zK .$$

## First derivation: minimising the free energy

**The functional.** Suppose that the columns are statistically independent, each with height distribution $x_n$. The difference $|h-h'|$ counts the layers in which exactly one of the two columns has an atom. For layer $n$ this has probability $2c_n(1-c_n)$, so

$$\langle|h-h'|\rangle=2\sum_n c_n(1-c_n).$$

Each column has $z$ neighbours and each pair is shared by two columns, which gives $z/2$ pairs per column. The energy per column is $zJ\sum_n c_n(1-c_n)$, so the mixing energy of layer $n$ is $A\,kT\,c_n(1-c_n)$.

The number of ways to distribute the heights is $M!/\prod_n(Mx_n)!$. By Stirling's formula its logarithm is $-M\sum_n x_n\ln x_n$ for large $M$. Temkin's free energy per column is therefore

$$\frac{F}{kT}=\sum_n A\,c_n(1-c_n)+\sum_n x_n\ln x_n .$$

It is an upper bound to the free energy of the solid-on-solid surface. Let the heights be limited to a fixed finite range, so that the sum over states converges. For any trial distribution $P$ of these states, with $P_B$ the Boltzmann distribution,

$$\langle E_s\rangle_P+kT\langle\ln P\rangle_P=F_{\rm true}+kT\sum P\ln\frac{P}{P_B}\ge F_{\rm true},$$

and independent columns are one such trial. On a periodic $3\times3$ surface with three allowed levels and $A=3$, enumeration of all states gives $-0.230$ for the free energy per column in units of $kT$. The independent-column value is $-0.112$.

**A minimum exists.** Number the layers so that $c_0\ge\tfrac12>c_1$. For $n\le0$ we have $c_n(1-c_n)\ge\frac12(1-c_n)$, and for $n\ge1$ we have $c_n(1-c_n)\ge\frac12c_n$. Since $\sum_{n\ge1}c_n=\langle\max(h,0)\rangle$ and $\sum_{n\le0}(1-c_n)=\langle\max(-h,0)\rangle$,

$$\sum_n c_n(1-c_n)\ge\tfrac12m,\qquad m=\langle|h|\rangle .$$

For any normalised $q_n$, $-\sum x_n\ln x_n\le-\sum x_n\ln q_n$. With $q_n=\tanh(b/2)\,e^{-b|n|}$ and $b=A/4$ this gives

$$\frac{F}{kT}\ge\frac A4\,m-\ln\coth\frac A8 .$$

So $F$ is bounded below, and a sequence of profiles approaching its lowest value has bounded $m$. No weight can then escape to infinity, and a subsequence converges to a limiting profile. The energy is a sum of non-negative terms, so it cannot jump upwards in the limit. The entropy converges, because $-x\ln x\le2x\ln|n|+n^{-2}$ makes its tails beyond $|n|=N$ uniformly small, of order $(m\ln N+1)/N$. The limit is a minimum. Shifting it by whole layers gives others of equal $F$.

**No exposed fraction vanishes.** If some $x_p$ were zero, one could move a small weight $\varepsilon$ to level $p$ from an occupied level. Finitely many coverages change by $\varepsilon$, so the energy changes by a term of order $\varepsilon$, as does the entropy term of the donor level. The new level contributes $\varepsilon\ln\varepsilon$, which is negative and larger in size for small enough $\varepsilon$. So $F$ would fall. At a minimum all $x_n>0$, the constraints $c_{n+1}\le c_n$ are inactive, and each $c_n$ can be varied freely.

**Stationarity.** The coverage $c_n$ enters its own mixing term, $x_n=c_n-c_{n+1}$ with a plus sign, and $x_{n-1}=c_{n-1}-c_n$ with a minus sign. Since $d(x\ln x)/dx=\ln x+1$,

$$\frac{1}{kT}\frac{\partial F}{\partial c_n}=A(1-2c_n)+(\ln x_n+1)-(\ln x_{n-1}+1)=0 .$$

The two ones cancel, and

$$\boxed{\frac{x_n}{x_{n-1}}=e^{-A(1-2c_n)}}$$

The ratio is upper over lower. Minimising $F$ numerically over 13 levels, with slopes taken from $F$ itself, gives ratios that agree with this law to a relative $2\times10^{-12}$ at $A=3$ and $A=5.57$.

**Minimum or saddle.** The condition is necessary but not sufficient. Differentiating the slope once more gives a matrix with

$$H_{nn}=-2A+\frac1{x_n}+\frac1{x_{n-1}},\qquad H_{n,n+1}=-\frac1{x_n}.$$

At a minimum no diagonal element can be negative. Take the symmetric solution with a half-filled layer at $A=5.57$. The levels on either side of that layer have $x=0.498$ each, so the element is $-11.14+2/0.498=-7.1$, and this solution is not a minimum. The eigenvalues of $H$ were tested on a finite set of levels at $A=3$ and $A=5.57$. The half-filled solution has one negative direction, so it is a saddle. The solution centred on an exposed level has none.

## Second derivation: one column among its neighbours

This route uses neither $F$ nor an entropy. It starts from a relation that holds for the solid-on-solid surface with all its correlations.

Fix the heights of the $z$ neighbours of one column and raise that column from $n-1$ to $n$. A neighbour with no atom in layer $n$ gains a contact with the new atom, at a cost $J$. A neighbour that already has an atom there loses a contact, a gain of $J$. If $k$ neighbours have an atom in layer $n$, the energy rises by

$$J(z-k)-Jk=J(z-2k).$$

For fixed neighbours, the probabilities of the two heights are in the ratio $e^{-K(z-2k)}$. Multiply by the joint probability of height $n-1$ and the given neighbours, sum over the neighbours, and divide by $x_{n-1}$:

$$\frac{x_n}{x_{n-1}}=e^{-zK}\left\langle e^{2Kk}\right\rangle_{h=n-1}.$$

The average runs over neighbour heights, given that the column itself has height $n-1$.

The mean-field step replaces the fluctuating number $k$ by its overall mean $zc_n$. Then

$$\frac{x_n}{x_{n-1}}=e^{-zK+2Kzc_n}=e^{-A(1-2c_n)},$$

which is the same law. Its exponent now has a direct reading. A new atom in layer $n$ meets on average $z(1-c_n)$ empty sides and $zc_n$ occupied ones, and the difference is the net number of contacts it creates.

The factor of two deserves tracing. The energy of one column in the mean field of its neighbours is $zJ\sum_m x_m|n-m|$, and its rise from $n-1$ to $n$ is $zJ(1-2c_n)$. The energy per column in $F$ is the average of half this quantity, because each pair is shared. It is quadratic in the distribution, so differentiation restores the factor two, and the two routes meet.

## What each derivation assumes

Both routes take the same energy, the solid-on-solid rule and coexistence. They differ in where the approximation enters.

The first assumes independent columns for the whole surface and then chooses the best distribution of that kind. In return it gives a free energy, an upper bound, a proof that a solution exists, and a test that separates minima from saddles.

The second assumes that $k$ may be replaced by its mean inside an exponential. It needs no minimum, so it accepts the half-filled saddle as readily as the stable profile and cannot choose between them. Its advantage is that the error is visible. Two things have been dropped: the fluctuation of $k$, and the dependence of the neighbours on the height of the column.

The first of these can be estimated. If the neighbours hold atoms in layer $n$ independently, each with probability $c_n$, then

$$\left\langle e^{2Kk}\right\rangle=\left[1+c_n(e^{2K}-1)\right]^z .$$

A Monte Carlo run on the solid-on-solid energy at 1000 K, with $64\times64$ columns, gives $c_1=0.00509$ and $x_1/x_0=0.00513$. With this $c_1$ the ratio law gives 0.00403, which is 21% below the simulated ratio. Using $e^{2K}=1/0.0617=16.2$, the formula with fluctuating $k$ gives

$$0.00381\times(1+0.00509\times15.2)^4=0.00381\times1.347=0.00513 .$$

For these numbers, then, letting $k$ fluctuate removes nearly all of the error in the ratio. An occupied neighbour is rare, but it multiplies the weight by 16, and the mean occupation hides this. The close agreement is a result for this one case. The formula still neglects correlations, and here their effects partly cancel. A neighbour of a column at the main level is raised with probability about 0.0047, less than $c_1$, and with that value the formula gives 0.0050. Correlation among the neighbours makes up the rest.

## What the law says about the profile

The exponent changes sign at $c_n=\tfrac12$. Going up, exposed fractions grow while the intervening layer is more than half full and shrink once it is less than half full. The distribution of heights therefore has a single hump. Far above the surface $c_n\to0$ and each fraction is $e^{-A}$ times the one below it. Far below, $c_n\to1$ and the upward ratio tends to $e^{A}$.

**Weak coupling.** For small $A$ the profile spreads over many layers and $c$ can be treated as a smooth function of $n$. Then $x_n\approx-c'(n+\frac12)$, and $\ln x_n-\ln x_{n-1}$ becomes the derivative of $\ln(-c')$ at $n$, with relative corrections of order $A^2$. The law becomes

$$\frac{c''}{c'}=-A(1-2c)\quad\Rightarrow\quad c''=-A\,\frac{d}{dn}(c-c^2).$$

Integration gives $c'=-Ac(1-c)$. The constant is zero because $c$ and $c'$ both vanish far above the surface. Separating variables, $\ln[c/(1-c)]=-A(n-n_0)$, or

$$c(n)=\frac{1}{1+e^{A(n-n_0)}} .$$

With $t=A(n-n_0)$, the variance of the height is

$$\frac1{A^2}\int_{-\infty}^{\infty}\frac{t^2e^{t}}{(1+e^{t})^2}\,dt=\frac4{A^2}\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3A^2},$$

where the integrand was expanded in powers of $e^{-|t|}$. At $A=0.5$ the rms width is 3.63 layers by this formula and 3.62 from the discrete law. The largest error in coverage is 0.0020 at $A=0.5$ and 0.00050 at $A=0.25$, a fall by a factor 3.99, as a correction of order $A^2$ requires.

This finite width belongs to the mean-field model. If a rough surface resists long waves with an energy $\frac12\Gamma\int|\nabla h|^2$, each wave of wavenumber $q$ contributes in proportion to $kT/(\Gamma q^2)$. The sum over a two-dimensional surface then grows as the logarithm of its size. Independent columns carry no such waves, so the small-$A$ limit describes the functional and not a real rough face.

**Away from coexistence.** A chemical potential raised by $\Delta\mu$ adds $-(\Delta\mu/kT)c_n$ to the free energy for each layer, and the exponent becomes $-A(1-2c_n)+\Delta\mu/kT$. For $\Delta\mu>0$ every added layer lowers $F$, so a stationary profile is at best metastable. In this model a metastable profile survives only up to a limiting $\Delta\mu$, which is about $2.2\,kT$ at $A=5.57$ but only about $0.03\,kT$ at $A=2$. Beyond that limit layer after layer fills without a barrier. At $A=2$ the solid-on-solid surface is already rough, so the small metastable range found there is a property of the mean-field model.

## The face at 1000 K

Here $kT=0.08617$ eV, $K=0.12/0.08617=1.3925$ and $A=4K=5.570$. The minimum has $x_0=0.9921$, $x_{\pm1}=0.00395$ and $x_{\pm2}=1.51\times10^{-5}$. The layer above the main level has coverage $c_1=0.003965$ and the main layer has $c_0=0.996035$. The law gives

$$\frac{x_1}{x_0}=e^{-5.570(1-0.00793)}=e^{-5.526}=0.00398,\qquad \frac{x_0}{x_{-1}}=e^{+5.526}=251 .$$

The excess of 4.5% noted at the start is the factor $e^{2Ac_1}=e^{0.0442}=1.045$, the mean attraction of atoms already in the layer. Higher up there are too few such atoms to matter, and the plain factor $e^{-A}$ returns.

The rms height is $\sqrt{2(0.00395+4\times1.51\times10^{-5})}=0.090$ layers. With a layer spacing of 0.2 nm this is 0.018 nm.

**The barrier to uniform filling.** To fill the next layer uniformly, the profile must pass the half-filled saddle. With only two levels occupied, $F/kT$ there is $A/4-\ln2=0.699$, against zero for a perfectly flat face. Both states gain from sparsely occupied outer levels. A small weight $\varepsilon$ taken from a parent level $x_p$ changes $F/kT$ by

$$A\varepsilon+\varepsilon\ln\varepsilon-\varepsilon\ln x_p-\varepsilon=-\varepsilon,$$

to leading order, because the ratio law gives $\ln\varepsilon=\ln x_p-A$. The flat state gains $2\times0.00395=0.0079$ and the saddle gains $1-2\times0.49805=0.0039$. The barrier is $0.699+0.0079-0.0039=0.703$ in units of $kT$, or 61 meV per column, as the full profiles also give. It drops to $0.12\,kT$ at $A=3$ and $0.009\,kT$ at $A=2$. These two values describe the functional only. The solid-on-solid surface itself roughens between $A=3$ and $A=4$. In simulation its squared width stays near 0.09 at $A=4$ as the side grows from 8 to 32 columns, but rises from 0.40 to 0.65 at $A=3$. A rough surface is not pinned to a layer, while the functional still gives a barrier at $A=3$ and $A=2$.

This barrier applies to every column at once, so for a large face the total is prohibitive. A surface can instead fill a layer through islands, whose cost lies along their edges. The functional has one coverage per layer and cannot describe them.

## Beside a real metal face

The values $J=0.12$ eV and 0.2 nm are rough, typical of a metal with a square (001) face, and 1000 K stands for a hot anneal in which adatoms stay in equilibrium with the kinks at step edges. The coverage falls steeply on cooling. With $J$ held fixed, the model gives $x_1=9.3\times10^{-5}$ at 600 K, against 0.00395 at 1000 K. If atoms arrive faster than the surface equilibrates, as can happen in growth at a large supersaturation, the law does not apply. A single fixed $J$ is itself an approximation, since bonds in metals depend on their surroundings and reach beyond nearest neighbours, and the coverage is sensitive to it. Lowering $J$ by 10% multiplies $c_1$ by 1.79, mostly through $e^{0.1A}=1.75$.

Lateral correlation also changes the number. The simulated coverage, 0.00509, is 1.285 times the mean-field value. Much of the difference is due to pairs of adatoms. A pair has six contacts and a given site belongs to four possible pairs, so to this order

$$c_1\approx e^{-4K}+4e^{-6K}=0.00381+0.00094=0.00475 .$$

A supersaturation of $0.1\,kT$ raises the mean-field $c_1$ by 11%. A buried vacancy, which the solid-on-solid rule forbids, breaks six bonds, and the removed atom is returned at the chemical potential $\mu=-3\varphi$. The cost is $6\varphi-3\varphi=3\varphi=6J$, so in this bond model the weight is $e^{-6K}=2.4\times10^{-4}$, about 6% of that of an adatom. This figure should not be carried over to a real metal. The same $6J=0.72$ eV is the model's energy for removing an atom from a kink to the vapour, which is roughly 3 to 4 eV in copper, silver or gold. A value of $J$ chosen for the surface therefore does not fix the vacancy energy, which has to be taken separately.

If the true $J$ is 10% below the assumed one, the error in $J$ and the missing correlation act in the same direction, and together they make the mean-field coverage too low by a factor of about 2.5. This exceeds $1.79\times1.285=2.3$ because the correlation factor itself grows to about 1.4 at the lower $J$, where a simulation gives $c_1\approx0.010$. Differences in vibration between adatoms and other atoms, which were assumed to cancel, are not included in this estimate. The remaining values are in the numerical output.

## Computed results

```
contact energy J = 0.120 eV (rough)
layer spacing = 0.20 nm (rough)
temperature = 1000 K, kT = 0.08617 eV
J/kT = 1.3925, A = 4J/kT = 5.5702
mixing energy prefactor A kT = 0.480 eV
minimum of F at the example's A:
  exposed fraction, level -2 = 1.50527e-05
  exposed fraction, level -1 = 3.95034e-03
  exposed fraction, level +0 = 9.92069e-01
  exposed fraction, level +1 = 3.95034e-03
  exposed fraction, level +2 = 1.50527e-05
  coverage of layer below/above level 0: 0.996035 / 0.003965
  ratio x(+1)/x(0) from minimum = 3.981915e-03
  exp(-A(1-2c)), c above level 0 = 3.981915e-03
  ratio x(0)/x(-1) from minimum = 251.1354
  exp(-A(1-2c)), c below level 0 = 251.1354
  tail ratio x(+3)/x(+2) = 3.809840e-03, exp(-A) = 3.809838e-03
  rms height = 0.08957 layers = 0.01791 nm
largest relative error of ratio law, all layers = 2.4e-12
half-filled saddle: two central exposed fractions = 0.49805
barrier per column at example's A = 0.7033 kT = 60.61 meV
barrier at A=3: 1.201e-01 kT; at A=2: 8.819e-03 kT
other temperatures (flat minimum):
  600 K: A = 9.284, x(0) = 0.999814, x(+1) = 9.3078e-05
  800 K: A = 6.963, x(0) = 0.998083, x(+1) = 9.5740e-04
  1200 K: A = 4.642, x(0) = 0.978988, x(+1) = 1.0405e-02
diffuse limit, largest coverage error of logistic: A=0.5 2.00e-03, A=0.25 5.02e-04
  ratio of these errors = 3.986
  rms width at A=0.5: 3.6160 layers, logistic 3.6276 layers
3x3 surface, 3 levels, A=3: F/kT per column enumerated -0.2296, mean field -0.1119
neglected effects at the example's temperature:
  Monte Carlo coverage above level 0 = 0.00509 +/- 0.00002
  Monte Carlo / mean-field coverage = 1.285
  single adatoms plus pairs, low-T series = 0.00475
  Monte Carlo x(+1)/x(0) = 0.00513; ratio law with Monte Carlo c = 0.00403
  vacancy weight exp(-6J/kT) = 2.35e-04; relative to adatom = 0.0617
  J lowered by 10%: coverage above level 0 times 1.787
  supersaturation 0.1 kT: same coverage times 1.111
```
